# Polarization dependence and the $1/q^2$ exchange-correlation kernel of an insulator: a program that tests the result

```python
"""
Result under test: in an insulator the exchange-correlation (xc) energy depends
on the macroscopic polarization p as well as on the periodic density, and the
head of the xc kernel behaves as K/q^2 for small q, with
    K = 1/A - 1/A_s.
A   : dp/dF of the interacting system at fixed periodic density
A_s : the same for the Kohn-Sham (KS) system having the same density
F   : uniform force on an electron;  p : number dipole per cell
Model: chain of spinless electrons, cell of sites (B, A, B) spaced a/3, one
electron per cell, hopping t, site energy -DEPTH on A, repulsion between
nearest neighbours. Energies in t, lengths in the cell length a.
D denotes the odd periodic density, n(right B) - n(left B), in each cell.
"""
import numpy as np
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh
from scipy.optimize import brentq

HOP = 1.0
DEPTH = 3.0
REPULSION = 2.0
SPACING = 1.0 / 3.0


def odd_pattern(cells):
    return np.tile([-1.0, 0.0, 1.0], cells)


def many_body_chain(cells, closed, repulsion):
    """Hamiltonian, commutator [X, H] and site occupations of all basis states.
    The ring has the boundary sign that cancels the fermion exchange sign:
    periodic for odd, antiperiodic for even electron number."""
    sites = 3 * cells
    codes = np.arange(2 ** sites, dtype=np.int64)
    count = np.zeros(len(codes), dtype=np.int8)
    for j in range(sites):
        count += ((codes >> j) & 1).astype(np.int8)
    codes = codes[count == cells]
    occ = np.array([(codes >> j) & 1 for j in range(sites)], dtype=float).T
    occ = np.ascontiguousarray(occ)
    energy = -DEPTH * occ[:, 1::3].sum(axis=1)
    rows, cols = [], []
    for j in range(sites if closed else sites - 1):
        k = (j + 1) % sites
        energy += repulsion * occ[:, j] * occ[:, k]
        source = np.nonzero((occ[:, j] > 0.5) & (occ[:, k] < 0.5))[0]
        target = codes[source] ^ ((1 << j) | (1 << k))
        rows.append(np.searchsorted(codes, target))
        cols.append(source)
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    size = len(codes)
    right = coo_matrix((np.ones(len(rows)), (rows, cols)),
                       shape=(size, size)).tocsr()
    hamiltonian = (diags(energy) - HOP * (right + right.T)).tocsr()
    commutator = (-HOP * SPACING * (right - right.T)).tocsr()
    return hamiltonian, commutator, occ


def ground_state(hamiltonian):
    start = np.ones(hamiltonian.shape[0])
    value, vector = eigsh(hamiltonian, k=1, which='SA', v0=start)
    return value[0], vector[:, 0]


def reduced_resolvent(hamiltonian, e0, psi, rhs):
    """Solve (H - e0) x = rhs outside the ground state, by conjugate gradients."""
    rhs = rhs - np.outer(psi, psi @ rhs)
    x = np.zeros_like(rhs)
    res = rhs.copy()
    step = res.copy()
    norm = (res * res).sum(axis=0)
    for _ in range(400):
        image = hamiltonian @ step - e0 * step
        length = norm / np.maximum((step * image).sum(axis=0), 1e-300)
        x += length * step
        res -= length * image
        new = (res * res).sum(axis=0)
        if new.max() < 1e-21:
            break
        step = res + (new / np.maximum(norm, 1e-300)) * step
        norm = new
    x -= np.outer(psi, psi @ x)
    assert np.abs(hamiltonian @ x - e0 * x - rhs).max() < 1e-8
    return x


def sublattice_waves(cells, q):
    """Weights exp(-i q x) of the three sublattice densities."""
    sites = np.arange(3 * cells)
    weights = np.zeros((3 * cells, 3), dtype=complex)
    weights[sites, sites % 3] = np.exp(-1j * q * SPACING * sites)
    return weights


def interacting_wave_response(cells, chain, state, q):
    hamiltonian, _, occ = chain
    e0, psi = state
    a = (occ @ sublattice_waves(cells, q)) * psi[:, None]
    y = reduced_resolvent(hamiltonian, e0, psi, np.hstack([a.real, a.imag]))
    y = y[:, :3] + 1j * y[:, 3:]
    return -(2.0 / cells) * (a.T @ y.conj())


def interacting_field_response(cells, chain, state):
    """2x2 response of (p, D) to a uniform force and an odd periodic potential."""
    hamiltonian, commutator, occ = chain
    e0, psi = state
    position = -reduced_resolvent(hamiltonian, e0, psi,
                                  (commutator @ psi)[:, None])[:, 0]
    odd = (occ @ odd_pattern(cells)) * psi
    ops = np.column_stack([position, odd])
    return (2.0 / cells) * ops.T @ reduced_resolvent(hamiltonian, e0, psi, ops)


def ks_matrix(cells, depth, closed=True):
    sites = 3 * cells
    h = np.diag(np.tile([0.0, -depth, 0.0], cells))
    j = np.arange(sites - 1)
    h[j, j + 1] = h[j + 1, j] = -HOP
    if closed:
        sign = 1.0 if cells % 2 else -1.0
        h[0, -1] = h[-1, 0] = -HOP * sign
    return h


def ks_density_on_a(depth, cells=81):
    _, c = np.linalg.eigh(ks_matrix(cells, depth))
    return (c[1::3, :cells] ** 2).sum() / cells


def ks_orbitals(cells, depth):
    h = ks_matrix(cells, depth)
    e, c = np.linalg.eigh(h)
    gaps = e[cells:, None] - e[None, :cells]
    return h, c[:, :cells], c[:, cells:], gaps


def ks_wave_response(cells, depth, q):
    _, filled, empty, gaps = ks_orbitals(cells, depth)
    w = sublattice_waves(cells, q)
    a = [empty.T @ (w[:, s][:, None] * filled) for s in range(3)]
    return np.array([[-(2.0 / cells) * (a[s] * a[r].conj() / gaps).sum()
                      for r in range(3)] for s in range(3)])


def ks_field_response(cells, depth):
    h, filled, empty, gaps = ks_orbitals(cells, depth)
    shift = np.zeros_like(h)
    j = np.arange(3 * cells)
    k = (j + 1) % (3 * cells)
    shift[k, j] = SPACING
    shift[j, k] = -SPACING
    position = -(empty.T @ (h * shift) @ filled) / gaps
    odd = empty.T @ (odd_pattern(cells)[:, None] * filled)
    ops = [position, odd]
    return np.array([[(2.0 / cells) * (a * b / gaps).sum() for b in ops]
                     for a in ops]), gaps.min()


def head(matrix):
    """Element for a density wave without any periodic modulation."""
    return matrix.sum().real / 9.0


def centred_positions(cells):
    x = SPACING * np.arange(3 * cells)
    return x - x.mean()


def open_interacting(chain, cells, force, odd_potential):
    """Dipole, internal energy and densities of an open chain in a finite field."""
    hamiltonian, _, occ = chain
    tilt = -force * centred_positions(cells) - odd_potential * odd_pattern(cells)
    _, psi = ground_state((hamiltonian + diags(occ @ tilt)).tocsr())
    density = (psi ** 2) @ occ
    return density @ centred_positions(cells), psi @ (hamiltonian @ psi), density


def open_ks(cells, depth, force, odd_potential):
    h = ks_matrix(cells, depth, closed=False)
    tilt = -force * centred_positions(cells) - odd_potential * odd_pattern(cells)
    _, c = np.linalg.eigh(h + np.diag(tilt))
    c = c[:, :cells]
    density = (c ** 2).sum(axis=1)
    return density @ centred_positions(cells), np.sum(c * (h @ c)), density


def close(value, reference, relative):
    return abs(value - reference) <= relative * abs(reference)


# Without repulsion the many-body and one-body codes must agree on one ring.
free_chain = many_body_chain(5, True, 0.0)
free_many = interacting_field_response(5, free_chain, ground_state(free_chain[0]))
free_one, _ = ks_field_response(5, DEPTH)
assert np.allclose(free_many, free_one, rtol=1e-6, atol=1e-9)

# Interacting rings: response to density waves with the longest wavelength.
ring_sizes = [4, 5, 6, 7]
inverse_heads = {}
for n in ring_sizes:
    ring = many_body_chain(n, True, REPULSION)
    state = ground_state(ring[0])
    chi = interacting_wave_response(n, ring, state, 2 * np.pi / n)
    inverse_heads[n] = head(np.linalg.inv(chi))
density_a = ((state[1] ** 2) @ ring[2])[1::3].mean()
S = interacting_field_response(7, ring, state)
del ring

# KS system with the same periodic density.
ks_depth = brentq(lambda d: ks_density_on_a(d) - density_a, 0.2, 15.0, xtol=1e-11)
S_ks, ks_gap = ks_field_response(140, ks_depth)
A = S[0, 0] - S[0, 1] ** 2 / S[1, 1]
A_ks = S_ks[0, 0] - S_ks[0, 1] ** 2 / S_ks[1, 1]
K = 1 / A - 1 / A_ks
assert np.linalg.eigvalsh(S).min() > 0 and np.linalg.eigvalsh(S_ks).min() > 0
assert abs(K) > 0.05 / A_ks

# Small-q limit of the inverse KS response on a long ring.
small_q = 2 * np.pi / 300
ks_limit = -small_q ** 2 * head(np.linalg.inv(
    ks_wave_response(300, ks_depth, small_q)))
assert close(ks_limit, 1 / A_ks, 2e-3)

# Finite-q xc kernel; the KS ring is 20 times longer at the same q.
table = []
for n in ring_sizes:
    q = 2 * np.pi / n
    ks_head = head(np.linalg.inv(ks_wave_response(20 * n, ks_depth, q)))
    hartree = 2 * REPULSION * np.cos(q * SPACING) / 3
    f_xc = ks_head - inverse_heads[n] - hartree
    table.append((n, q, hartree, f_xc, q * q * f_xc))
    assert close(q * q * f_xc, K, 0.25)
# Straight line in q^2 through the two longest wavelengths; 3 per cent allows
# for the neglected q^4 term and the finite rings.
x6, x7 = table[-2][1] ** 2, table[-1][1] ** 2
K_waves = (x6 * table[-1][4] - x7 * table[-2][4]) / (x6 - x7)
assert close(K_waves, K, 0.03)

# Open chains in a finite field; differences between lengths remove the ends.
force = 0.02
hold = -force * S[0, 1] / S[1, 1]
hold_ks = -force * S_ks[0, 1] / S_ks[1, 1]
exact_p, exact_d = force * S[0, 0], force * S[0, 1]
ks_force, ks_odd = np.linalg.solve(S_ks, [exact_p, exact_d])
xc_force = ks_force - force
p_without_xc_force = A_ks * force + S_ks[0, 1] / S_ks[1, 1] * exact_d

held, free, rest = [], [], []
for n in (5, 6):
    chain = many_body_chain(n, False, REPULSION)
    rest.append(ground_state(chain[0])[0])
    held.append(open_interacting(chain, n, force, hold))
    free.append(open_interacting(chain, n, force, 0.0))
held_p = held[1][0] - held[0][0]
held_u = (held[1][1] - rest[1]) - (held[0][1] - rest[0])
free_p = free[1][0] - free[0][0]
free_d = free[0][2][8] - free[0][2][6]
assert close(held_p, A * force, 0.03)
assert close(held_u, 0.5 * A * force ** 2, 0.03)
assert close(free_p, exact_p, 0.02)
assert close(free_d, exact_d, 0.02)

# KS chains: fixed interior density, with the polarization seen at the ends.
ks_held = [open_ks(n, ks_depth, force, hold_ks) for n in (20, 21)]
ks_rest = [open_ks(n, ks_depth, 0.0, 0.0) for n in (20, 21)]
ks_held_p = ks_held[1][0] - ks_held[0][0]
ks_held_u = (ks_held[1][1] - ks_rest[1][1]) - (ks_held[0][1] - ks_rest[0][1])
change = ks_held[0][2] - ks_rest[0][2]
end_charge = change[30:].sum()
interior_change = np.abs(change[24:36]).max()
assert close(ks_held_p, A_ks * force, 0.01)
assert close(ks_held_u, 0.5 * A_ks * force ** 2, 0.01)
assert close(end_charge, A_ks * force, 0.01)
assert interior_change < 0.05 * end_charge

# The KS chain with the xc force must reproduce the interacting open chain.
ks_full = [open_ks(n, ks_depth, ks_force, ks_odd) for n in (20, 21)]
ks_full_p = ks_full[1][0] - ks_full[0][0]
ks_full_d = ks_full[0][2][32] - ks_full[0][2][30]
assert close(ks_full_p, free_p, 0.03)
assert close(ks_full_d, free_d, 0.03)
# Leaving the xc force out while keeping D exact gives another polarization.
odd_only = (exact_d - S_ks[0, 1] * force) / S_ks[1, 1]
ks_bare = [open_ks(n, ks_depth, force, odd_only) for n in (20, 21)]
ks_bare_p = ks_bare[1][0] - ks_bare[0][0]
assert close(ks_bare_p, p_without_xc_force, 0.01)

print(f"hopping {HOP:.1f} t, A-site depth {DEPTH:.1f} t, repulsion {REPULSION:.1f} t")
print(f"density on A, interacting ring of 7 cells: {density_a:.6f} electrons")
print(f"density on each B: {(1 - density_a) / 2:.6f} electrons")
print(f"KS A-site depth from density inversion: {ks_depth:.5f} t")
print(f"smallest KS orbital gap: {ks_gap:.4f} t")
print("Response to uniform force and odd periodic potential:")
print(f"  interacting S_pp = {S[0, 0]:.6f} a^2/t")
print(f"  interacting S_pD = {S[0, 1]:.6f} a/t")
print(f"  interacting S_DD = {S[1, 1]:.6f} 1/t")
print(f"  KS          S_pp = {S_ks[0, 0]:.6f} a^2/t")
print(f"  KS          S_pD = {S_ks[0, 1]:.6f} a/t")
print(f"  KS          S_DD = {S_ks[1, 1]:.6f} 1/t")
print(f"A   (interacting, fixed density) = {A:.6f} a^2/t")
print(f"A_s (KS, fixed density)          = {A_ks:.6f} a^2/t")
print(f"1/A = {1 / A:.4f} t/a^2, 1/A_s = {1 / A_ks:.4f} t/a^2")
print(f"K = 1/A - 1/A_s = {K:.4f} t/a^2")
print(f"KS small-q limit, q = {small_q:.5f} 1/a: {ks_limit:.4f} t/a^2")
print("cells, q (1/a), Hartree head (t), f_xc head (t), q^2 f_xc (t/a^2):")
for n, q, hartree, f_xc, scaled in table:
    print(f"  {n}  {q:.4f}  {hartree:.4f}  {f_xc:.4f}  {scaled:.4f}")
print(f"K extrapolated from 6 and 7 cells: {K_waves:.4f} t/a^2")
print(f"Applied force F = {force:.3f} t/a; p in a, D in electrons:")
print(f"  interacting, ring response: p = {exact_p:.7f}, D = {exact_d:.7f}")
print(f"  interacting, open chains:   p = {free_p:.7f}, D = {free_d:.7f}")
print(f"  KS with xc force, open:     p = {ks_full_p:.7f}, D = {ks_full_d:.7f}")
print(f"  KS without xc force, exact D, response: p = {p_without_xc_force:.7f}")
print(f"  KS without xc force, exact D, open:     p = {ks_bare_p:.7f}")
print(f"  total KS force = {ks_force:.6f} t/a, xc force = {xc_force:.6f} t/a")
print("Same force, odd density held fixed by a periodic potential:")
print(f"  interacting: A F = {A * force:.4e} a, open chains {held_p:.4e} a")
print(f"  interacting energy: A F^2/2 = {A * force**2 / 2:.4e} t, open {held_u:.4e} t")
print(f"  KS: A_s F = {A_ks * force:.4e} a, open chains {ks_held_p:.4e} a")
print(f"  KS energy: A_s F^2/2 = {A_ks * force**2 / 2:.4e} t, open {ks_held_u:.4e} t")
print(f"  KS charge moved into right half: {end_charge:.4e} electrons")
print(f"  largest KS interior density change: {interior_change:.4e} electrons")
print("checks complete")
```

Output:

```
hopping 1.0 t, A-site depth 3.0 t, repulsion 2.0 t
density on A, interacting ring of 7 cells: 0.856652 electrons
density on each B: 0.071674 electrons
KS A-site depth from density inversion: 3.20710 t
smallest KS orbital gap: 2.6384 t
Response to uniform force and odd periodic potential:
  interacting S_pp = 0.011784 a^2/t
  interacting S_pD = 0.028718 a/t
  interacting S_DD = 0.081650 1/t
  KS          S_pp = 0.013201 a^2/t
  KS          S_pD = 0.025159 a/t
  KS          S_DD = 0.072363 1/t
A   (interacting, fixed density) = 0.001683 a^2/t
A_s (KS, fixed density)          = 0.004454 a^2/t
1/A = 594.2567 t/a^2, 1/A_s = 224.5146 t/a^2
K = 1/A - 1/A_s = 369.7421 t/a^2
KS small-q limit, q = 0.02094 1/a: 224.5185 t/a^2
cells, q (1/a), Hartree head (t), f_xc head (t), q^2 f_xc (t/a^2):
  4  1.5708  1.1547  154.6516  381.5874
  5  1.2566  1.2181  239.9126  378.8549
  6  1.0472  1.2529  343.1245  376.2781
  7  0.8976  1.2741  464.9120  374.5712
K extrapolated from 6 and 7 cells: 369.8444 t/a^2
Applied force F = 0.020 t/a; p in a, D in electrons:
  interacting, ring response: p = 0.0002357, D = 0.0005744
  interacting, open chains:   p = 0.0002357, D = 0.0005743
  KS with xc force, open:     p = 0.0002357, D = 0.0005744
  KS without xc force, exact D, response: p = 0.0002888
  KS without xc force, exact D, open:     p = 0.0002888
  total KS force = 0.008078 t/a, xc force = -0.011922 t/a
Same force, odd density held fixed by a periodic potential:
  interacting: A F = 3.3655e-05 a, open chains 3.3658e-05 a
  interacting energy: A F^2/2 = 3.3655e-07 t, open 3.3658e-07 t
  KS: A_s F = 8.9081e-05 a, open chains 8.9087e-05 a
  KS energy: A_s F^2/2 = 8.9081e-07 t, open 8.9090e-07 t
  KS charge moved into right half: 8.9087e-05 electrons
  largest KS interior density change: 9.7898e-07 electrons
checks complete
```
